# Separating Interface and Bulk Oxide Charge from Flat-Band Voltage versus Thickness: a program that tests the result

```python
"""
Flat-band voltage of a metal / insulator / p-silicon capacitor.
Result under test:
    V_FB(t) = phi_ms - q*N_f*t/eps - q*n_b*t**2/(2*eps)
t      insulator thickness            eps  insulator permittivity
N_f    signed sheet number density at the semiconductor interface
n_b    signed uniform number density in the insulator
phi_ms work-function difference in volts
Independent road: the nonlinear Poisson equation is solved through the
insulator and the silicon, and the gate voltage is searched at which the
silicon surface potential vanishes.
Internal units: nm, V, number densities in nm^-2 and nm^-3.
"""
import numpy as np
from scipy import constants as sc
from scipy.integrate import quad
from scipy.linalg import solve_banded
from scipy.optimize import brentq
from scipy.special import expit

Q_OVER_EPS0 = sc.e / sc.epsilon_0 * 1e9          # V nm
SHEET_CM = 1e14                                  # nm^-2 -> cm^-2
BULK_CM = 1e21                                   # nm^-3 -> cm^-3

# Chosen round parameters, roughly typical of Al2O3 on silicon
eps_r = 9.0
eps_r_si = 11.7
N_f = -2e12 / SHEET_CM
n_b = 5e17 / BULK_CM
phi_ms = -0.30
temperature = 300.0
doping = 1e16 / BULK_CM
n_intrinsic = 1e10 / BULK_CM
thicknesses = np.arange(5.0, 31.0, 5.0)

V_T = sc.k * temperature / sc.e
holes = doping
electrons = n_intrinsic**2 / doping
k_ox = Q_OVER_EPS0 / eps_r                       # q/eps in V nm
CELLS = 60


def solve_poisson(gate_potential, layers):
    """Layers run from gate to silicon; each is (thickness, relative
    permittivity, volume density, sheet density at its silicon-side face).
    Returns node potentials, cell widths and the silicon surface index."""
    h_si = 0.2 * 1.05 ** np.arange(120)
    surface = CELLS * len(layers)
    h = np.concatenate([np.full(CELLS, la[0] / CELLS) for la in layers]
                       + [h_si])
    eps = np.concatenate([np.full(CELLS, la[1]) for la in layers]
                         + [np.full(h_si.size, eps_r_si)])
    fixed = np.zeros(h.size + 1)
    for j, (thick, _, density, sheet) in enumerate(layers):
        start, stop = j * CELLS, (j + 1) * CELLS
        half = np.broadcast_to(density, CELLS) * thick / CELLS / 2
        fixed[start:stop] += half
        fixed[start + 1:stop + 1] += half
        fixed[stop] += sheet
    width = np.zeros(h.size + 1)                 # silicon share of each node
    width[surface:-1] += h_si / 2
    width[surface + 1:] += h_si / 2
    g = eps / h
    psi = np.zeros(h.size + 1)
    psi[0] = gate_potential
    inner = slice(1, -1)
    for _ in range(500):
        u = psi[inner] / V_T
        p, n = holes * np.exp(-u), electrons * np.exp(u)
        mobile = width[inner] * (p - holes - n + electrons)
        flux = g * np.diff(psi)
        residual = np.diff(flux) + Q_OVER_EPS0 * (fixed[inner] + mobile)
        band = np.zeros((3, h.size - 1))
        band[0, 1:] = g[1:-1]
        band[2, :-1] = g[1:-1]
        band[1] = (-(g[1:] + g[:-1])
                   - Q_OVER_EPS0 * width[inner] * (p + n) / V_T)
        step = solve_banded((1, 1), band, -residual)
        largest = np.max(np.abs(step[surface - 1:]))
        psi[inner] += step * min(1.0, 0.2 / max(largest, 1e-30))
        if np.max(np.abs(step)) < 1e-10:
            return psi, h, surface
    raise RuntimeError("Poisson iteration did not converge")


def flat_band(layers):
    def surface_potential(v):
        psi, _, s = solve_poisson(v, layers)
        return psi[s]
    return phi_ms + brentq(surface_potential, -1.2, 1.2, xtol=1e-11)


def simple_film(t, sheet=N_f, density=n_b):
    return [(t, eps_r, density, sheet)]


def extract(t, v):
    """Quadratic fit -> sheet density, bulk density, intercept."""
    c2, c1, c0 = np.polyfit(t, v, 2)
    return -c1 / k_ox, -2 * c2 / k_ox, c0


# Formula against the Poisson solution
sheet_part = -k_ox * N_f * thicknesses
bulk_part = -k_ox * n_b * thicknesses**2 / 2
v_formula = phi_ms + sheet_part + bulk_part
v_solved = np.array([flat_band(simple_film(t)) for t in thicknesses])
assert np.allclose(v_solved, v_formula, rtol=0, atol=1e-7)

# Separation from the solved series, and from three films only
N_fit, n_fit, phi_fit = extract(thicknesses, v_solved)
assert np.allclose([N_fit / N_f, n_fit / n_b, phi_fit / phi_ms], 1, atol=1e-4)
v10, v20, v30 = v_solved[[1, 3, 5]]
n_three = -(v10 - 2 * v20 + v30) / (k_ox * 10.0**2)
assert abs(n_three / n_b - 1) < 1e-4

# Straight-line fit returns the sheet plus bulk charge to the mean thickness
t_mean = thicknesses.mean()
line_slope, line_intercept = np.polyfit(thicknesses, v_solved, 1)
N_line = -line_slope / k_ox
assert abs(N_line / (N_f + n_b * t_mean) - 1) < 1e-4

# Turning point: solved voltages are equal on both sides and lower there
t_turn = -N_f / n_b
v_left, v_top, v_right = [flat_band(simple_film(t_turn + d))
                          for d in (-1.0, 0.0, 1.0)]
assert abs(v_left - v_right) < 1e-7 and v_top > v_left

# Curvature reads the local density of a graded profile n_b*exp(-z/10 nm)
def graded_film(t):
    z_mid = t - (np.arange(CELLS) + 0.5) * t / CELLS
    return simple_film(t, density=n_b * np.exp(-z_mid / 10.0))


v_graded = [flat_band(graded_film(t)) for t in (14.0, 15.0, 16.0)]
n_curvature = -(v_graded[0] - 2 * v_graded[1] + v_graded[2]) / k_ox
n_local = n_b * np.exp(-1.5)
assert abs(n_curvature / n_local - 1) < 5e-3     # finite-difference error

# The sheet charge spread over a fixed 2 nm layer beside the silicon
spread = 2.0
v_spread = [flat_band([(t - spread, eps_r, 0.0, 0.0),
                       (spread, eps_r, N_f / spread, 0.0)])
            for t in thicknesses]
N_spread, n_spread, phi_spread = extract(thicknesses, v_spread)
shift_spread = phi_spread - phi_ms
assert abs(N_spread / N_f - 1) < 1e-4 and abs(n_spread / n_b) < 1e-4
assert abs(shift_spread - k_ox * N_f * spread / 2) < 1e-6

# Interlayer of silicon dioxide with a sheet on each face, same total
t_inter, eps_inter = 1.0, 3.9
N_outer, N_silicon = 1.25 * N_f, -0.25 * N_f
v_inter = [flat_band([(t, eps_r, n_b, N_outer),
                      (t_inter, eps_inter, 0.0, N_silicon)])
           for t in thicknesses]
N_inter, n_inter, phi_inter = extract(thicknesses, v_inter)
shift_inter = phi_inter - phi_ms
assert abs(N_inter / N_f - 1) < 1e-4 and abs(n_inter / n_b - 1) < 1e-4
assert abs(shift_inter
           + Q_OVER_EPS0 * N_silicon * t_inter / eps_inter) < 1e-6

# Sheet density drifting by 10 % over the series imitates bulk charge
drift = 0.10
span = thicknesses[-1] - thicknesses[0]
v_drift = [flat_band(simple_film(
    t, sheet=N_f * (1 + drift * (t - thicknesses[0]) / span)))
    for t in thicknesses]
N_drift, n_drift, _ = extract(thicknesses, v_drift)
false_bulk = n_drift - n_b
assert abs(false_bulk / (2 * N_f * drift / span) - 1) < 1e-4

# Standard errors: closed forms against Monte Carlo
sigma_v = 0.010
u = thicknesses - t_mean
s2 = np.sum(u**2)
m2 = s2 / u.size
s4 = np.sum((u**2 - m2)**2)
sd_c2 = sigma_v / np.sqrt(s4)
sd_c1 = sigma_v * np.sqrt(1 / s2 + 4 * t_mean**2 / s4)
sd_c0 = sigma_v * np.sqrt(1 / u.size + t_mean**2 / s2
                          + (t_mean**2 - m2)**2 / s4)
rng = np.random.default_rng(7)
noisy = v_solved[:, None] + rng.normal(0, sigma_v, (u.size, 20000))
sd_monte_carlo = np.polyfit(thicknesses, noisy, 2).std(axis=1)
assert np.allclose(sd_monte_carlo, [sd_c2, sd_c1, sd_c0], rtol=0.03)
sd_n, sd_N = 2 * sd_c2 / k_ox, sd_c1 / k_ox

# Thickness error acts through the local slope, steepest in the thinnest film
dt = 0.2
v_from_dt = abs(flat_band(simple_film(thicknesses[0] + dt)) - v_solved[0])
assert abs(v_from_dt / (k_ox * abs(N_f + n_b * thicknesses[0]) * dt) - 1) < 0.02

# Interface traps at flat band, neutral when filled up to midgap
trap_density = 2e11 / SHEET_CM                   # per nm^2 and eV, rough
phi_F = V_T * np.log(doping / n_intrinsic)
empty_below = quad(lambda e: expit((e + phi_F) / V_T), -0.56, 0,
                   points=[-phi_F])[0]
filled_above = quad(lambda e: expit(-(e + phi_F) / V_T), 0, 0.56)[0]
N_trap = trap_density * (empty_below - filled_above)
assert abs(N_trap / (trap_density * phi_F) - 1) < 1e-3

# Largest oxide field at flat band in the thickest film
psi, h, s = solve_poisson(v_solved[-1] - phi_ms, simple_film(thicknesses[-1]))
field_max = np.max(np.abs(np.diff(psi)[:s] / h[:s])) * 10      # MV/cm
assert abs(field_max / (k_ox * abs(N_f) * 10) - 1) < 0.01      # cell average
breakdown = 5.0                                  # MV/cm, rough

# Tunnelling probability through the thinnest film, linear barrier drop
barrier, mass_ratio = 2.8, 0.3                   # eV and electron masses, rough
drop = abs(v_solved[0] - phi_ms)
t_thin = thicknesses[0]


def decay(x):
    energy = (barrier - drop * x / t_thin) * sc.e
    return np.sqrt(2 * mass_ratio * sc.m_e * energy) / sc.hbar * 1e-9


transmission = np.exp(-2 * quad(decay, 0, t_thin)[0])

print(f"relative permittivity of the oxide: {eps_r:.1f}")
print(f"q/eps of the oxide: {k_ox:.4f} V nm")
print(f"input N_f: {N_f*SHEET_CM:.3e} cm^-2")
print(f"input N_f as charge: {N_f*1e18*sc.e*1e2:.3f} uC/cm2")
print(f"input n_b: {n_b*BULK_CM:.3e} cm^-3")
print(f"input phi_ms: {phi_ms:.3f} V")
print(f"temperature: {temperature:.0f} K")
print(f"silicon doping: {doping*BULK_CM:.1e} cm^-3")
print("t (nm), sheet part (V), bulk part (V), solved V_FB (V):")
for row in zip(thicknesses, sheet_part, bulk_part, v_solved):
    print("  {:4.0f}  {:8.4f}  {:8.4f}  {:8.4f}".format(*row))
print(f"largest |formula - solved|: {np.max(abs(v_formula-v_solved)):.1e} V")
print(f"quadratic fit N_f: {N_fit*SHEET_CM:.3e} cm^-2")
print(f"quadratic fit n_b: {n_fit*BULK_CM:.3e} cm^-3")
print(f"quadratic fit intercept: {phi_fit:.4f} V")
print(f"n_b from 10, 20, 30 nm only: {n_three*BULK_CM:.3e} cm^-3")
print(f"mean thickness: {t_mean:.1f} nm")
print(f"straight-line fit sheet density: {N_line*SHEET_CM:.3e} cm^-2")
print(f"straight-line fit intercept: {line_intercept:.4f} V")
print(f"turning thickness: {t_turn:.1f} nm")
print(f"V_FB at turning thickness: {v_top:.4f} V")
print(f"graded film, density from curvature: {n_curvature*BULK_CM:.3e} cm^-3")
print(f"graded film, true density at 15 nm: {n_local*BULK_CM:.3e} cm^-3")
print(f"2 nm spread of sheet, intercept shift: {shift_spread*1e3:.1f} mV")
print(f"interlayer thickness: {t_inter:.1f} nm, permittivity {eps_inter:.1f}")
print(f"interlayer outer-face sheet: {N_outer*SHEET_CM:.2e} cm^-2")
print(f"interlayer silicon-face sheet: {N_silicon*SHEET_CM:.2e} cm^-2")
print(f"interlayer, fitted sheet density: {N_inter*SHEET_CM:.3e} cm^-2")
print(f"interlayer, intercept shift: {shift_inter*1e3:.1f} mV")
print(f"drift of N_f over the series: {drift*100:.0f} %")
print(f"drift, false bulk density: {false_bulk*BULK_CM:.2e} cm^-3")
print(f"drift, fitted N_f: {N_drift*SHEET_CM:.3e} cm^-2")
print(f"reading error of V_FB: {sigma_v*1e3:.0f} mV")
print(f"standard error of N_f: {sd_N*SHEET_CM:.2e} cm^-2")
print(f"standard error of n_b: {sd_n*BULK_CM:.2e} cm^-3")
print(f"standard error of intercept: {sd_c0*1e3:.1f} mV")
print(f"V_FB change for {dt:.1f} nm at 5 nm: {v_from_dt*1e3:.1f} mV")
print(f"rough trap density: {trap_density*SHEET_CM:.1e} cm^-2 eV^-1")
print(f"Fermi level below midgap: {phi_F:.3f} eV")
print(f"trap charge at flat band: {N_trap*SHEET_CM:.2e} cm^-2")
print(f"largest oxide field, 30 nm film: {field_max:.2f} MV/cm")
print(f"rough breakdown field: {breakdown:.0f} MV/cm")
print(f"rough barrier: {barrier:.1f} eV, mass {mass_ratio:.1f} m_e")
print(f"tunnelling probability, 5 nm film: {transmission:.1e}")
print("tests ok")
```

Running it gives:

```
relative permittivity of the oxide: 9.0
q/eps of the oxide: 2.0106 V nm
input N_f: -2.000e+12 cm^-2
input N_f as charge: -0.320 uC/cm2
input n_b: 5.000e+17 cm^-3
input phi_ms: -0.300 V
temperature: 300 K
silicon doping: 1.0e+16 cm^-3
t (nm), sheet part (V), bulk part (V), solved V_FB (V):
     5    0.2011   -0.0126   -0.1115
    10    0.4021   -0.0503    0.0518
    15    0.6032   -0.1131    0.1901
    20    0.8042   -0.2011    0.3032
    25    1.0053   -0.3142    0.3911
    30    1.2063   -0.4524    0.4540
largest |formula - solved|: 2.3e-13 V
quadratic fit N_f: -2.000e+12 cm^-2
quadratic fit n_b: 5.000e+17 cm^-3
quadratic fit intercept: -0.3000 V
n_b from 10, 20, 30 nm only: 5.000e+17 cm^-3
mean thickness: 17.5 nm
straight-line fit sheet density: -1.125e+12 cm^-2
straight-line fit intercept: -0.1827 V
turning thickness: 40.0 nm
V_FB at turning thickness: 0.5042 V
graded film, density from curvature: 1.116e+17 cm^-3
graded film, true density at 15 nm: 1.116e+17 cm^-3
2 nm spread of sheet, intercept shift: -40.2 mV
interlayer thickness: 1.0 nm, permittivity 3.9
interlayer outer-face sheet: -2.50e+12 cm^-2
interlayer silicon-face sheet: 5.00e+11 cm^-2
interlayer, fitted sheet density: -2.000e+12 cm^-2
interlayer, intercept shift: -23.2 mV
drift of N_f over the series: 10 %
drift, false bulk density: -1.60e+17 cm^-3
drift, fitted N_f: -1.960e+12 cm^-2
reading error of V_FB: 10 mV
standard error of N_f: 1.16e+11 cm^-2
standard error of n_b: 6.51e+16 cm^-3
standard error of intercept: 17.9 mV
V_FB change for 0.2 nm at 5 nm: 7.0 mV
rough trap density: 2.0e+11 cm^-2 eV^-1
Fermi level below midgap: 0.357 eV
trap charge at flat band: 7.14e+10 cm^-2
largest oxide field, 30 nm film: 0.40 MV/cm
rough breakdown field: 5 MV/cm
rough barrier: 2.8 eV, mass 0.3 m_e
tunnelling probability, 5 nm film: 9.0e-21
tests ok
```
